# Landau-Teller relaxation of harmonic molecules: two derivations of exponential energy decay

## Definitions and conventions

A molecule has one harmonic vibration with angular frequency $\omega$, effective mass $M$ and displacement $x$. Its levels $n=0,1,2,\dots$ have populations $P_n(t)$ with $\sum_n P_n=1$. The mean vibrational energy, measured from the ground level, is $E=\hbar\omega\langle n\rangle$, with $\langle n\rangle=\sum_n nP_n$.

The molecules are dilute in a bath of particles with number density $N$ and temperature $T$, both constant. The rate coefficient for the transition $1\to0$ is $k_{10}$, so that one excited molecule makes this transition at the rate $a=Nk_{10}$. Further,
$$q=e^{-\hbar\omega/kT},\qquad \bar n=\frac{q}{1-q},\qquad \frac1\tau=a(1-q),\qquad f(t)=e^{-t/\tau}.$$

The result to be derived is
$$E(t)-E_{\rm eq}=[E(0)-E_{\rm eq}]\,e^{-t/\tau},\qquad E_{\rm eq}=\hbar\omega\,\bar n. \tag{1}$$

Both derivations start from the same transition rates, which come first.

## The transition rates

Let the coupling be weak and linear in the displacement, $V=-xF$. Here $F$ is the force that the bath exerts along the vibration while the molecule is held at its equilibrium length. The constant $\langle F\rangle$ merely shifts the equilibrium position and is subtracted.

Suppose the molecule starts in $n$ and the bath in state $i$ with energy $\varepsilon_i$. To first order, the amplitude for reaching $m$ and $j$ after a time $t$ is
$$c=\frac{i}{\hbar}x_{mn}F_{ji}\int_0^t e^{i(\varepsilon_j-\varepsilon_i)t'/\hbar-i\omega_{nm}t'}dt',\qquad \omega_{nm}=(n-m)\omega .$$
Take $|c|^2$, sum over $j$ and average over the thermal bath states $i$. The double time integral then contains the correlation function $\langle F(t'')F(t')\rangle$, which depends on $t''-t'$ alone. If $t$ is much longer than the bath memory, the double integral grows as $t$, and the rate is
$$W_{n\to m}=\frac{|x_{mn}|^2}{\hbar^2}C(\omega_{nm}),\qquad C(\omega)=\int_{-\infty}^{\infty}\langle F(t)F(0)\rangle e^{i\omega t}dt .$$
The time $t$ must also be much shorter than the lifetime of each level that matters, $1/[na+(n+1)qa]$ with the rates found below, so that first order suffices, and must cover many vibrational periods, so that coherences between levels average out of the population equations. The bath is taken to lose its memory before the next such interval.

**Dependence on $n$.** With $x=\sqrt{\hbar/2M\omega}\,(b+b^\dagger)$ and $b|n\rangle=\sqrt n\,|n-1\rangle$,
$$|x_{n-1,n}|^2=\frac{\hbar}{2M\omega}\,n,$$
and $x$ connects neighbouring levels alone. In a dilute gas the bath particles act independently, so $C(\omega)$ is proportional to $N$ at $\omega\neq0$. Hence
$$W_{n\to n-1}=na,\qquad a=\frac{C(\omega)}{2M\hbar\omega}=Nk_{10}.$$

**Detailed balance.** Written in bath states, with partition function $Z$,
$$C(\omega)=\frac{2\pi\hbar}{Z}\sum_{ij}e^{-\varepsilon_i/kT}|F_{ij}|^2\,\delta(\varepsilon_j-\varepsilon_i-\hbar\omega).$$
In $C(-\omega)$ the delta function demands $\varepsilon_j=\varepsilon_i-\hbar\omega$. Exchanging the labels $i$ and $j$ restores the delta function of $C(\omega)$ and turns the weight into $e^{-\varepsilon_j/kT}=q\,e^{-\varepsilon_i/kT}$. Therefore $C(-\omega)=qC(\omega)$ and
$$W_{n-1\to n}=nqa .$$
As a numerical test, $C(\pm\omega)$ was summed for a quantum particle reflected by an exponential wall, with $\hbar\omega=2kT$ and the spectral lines smoothed over $0.08\,kT$. The ratio $C(-\omega)/C(\omega)$ came out as $1.005\,e^{-2}$. Symmetric smoothing enters at second order, and $0.08^2=0.006$ is the size of the deviation.

## First derivation: balance of quanta

Let $J_n$ be the net downward flow of population from $n$ to $n-1$:
$$J_n=a\,(nP_n-qnP_{n-1}),\qquad J_0=0 .$$
Level $n$ gains $J_{n+1}$ from above and loses $J_n$ downward, so
$$\frac{dP_n}{dt}=J_{n+1}-J_n. \tag{2}$$
Multiply by $n$ and sum up to a finite level $K$. Shifting the index in the first sum gives
$$\frac{d}{dt}\sum_{n=0}^{K}nP_n=\sum_{n=1}^{K+1}(n-1)J_n-\sum_{n=1}^{K}nJ_n=KJ_{K+1}-\sum_{n=1}^{K}J_n .$$
Each downward step removes one quantum, which is the last sum; $KJ_{K+1}$ is the flow through the upper edge. It is of order $K^2P_K$. Assume that $\langle n^2\rangle$ is finite and stays bounded during the interval considered. Then $K^2P_K\to0$ at each time while remaining bounded, and the time integral of the edge term vanishes as $K\to\infty$. What remains is
$$\frac{d\langle n\rangle}{dt}=-a\sum_{n\ge1}(nP_n-qnP_{n-1})=-a\left[\langle n\rangle-q(\langle n\rangle+1)\right],$$
where $\sum_{n\ge1}nP_{n-1}=\sum_{n\ge0}(n+1)P_n=\langle n\rangle+1$. Collecting terms,
$$\frac{d\langle n\rangle}{dt}=-a(1-q)\left[\langle n\rangle-\frac{q}{1-q}\right]=-\frac{\langle n\rangle-\bar n}{\tau}. \tag{3}$$
Since $\bar n$ and $\tau$ are constant, $\frac{d}{dt}\left[(\langle n\rangle-\bar n)e^{t/\tau}\right]=0$. Integration and multiplication by $\hbar\omega$ give (1).

That $\bar n$ is the thermal mean follows from (2): the Boltzmann distribution $P_n=(1-q)q^n$ has $P_n=qP_{n-1}$, so every $J_n$ vanishes, and its mean is $q/(1-q)$.

The factor $1-q$ in the rate has a direct meaning. Upward transitions carry the weight $n+1$. The part proportional to $n$ cancels a fraction $q$ of the downward flow, and the remaining 1 supplies the constant heating $aq$.

The equation closes because the rates are linear in $n$. If every rung had the same rates $a$ and $qa$, the sum would be $\sum_{n\ge1}J_n=a(1-P_0-q)$, which contains $P_0$ instead of the mean. For such a ladder with $q=0.3$, started in $n=6$, the relative decay rate of the excess $\langle n\rangle-\langle n\rangle_{\rm eq}$ is 1.74 times larger at $at=5$ than at $t=0$. Detailed balance alone thus doesn't give a single exponential.

## Second derivation: the whole distribution

Define the generating function $G(z,t)=\sum_nP_nz^n$ for $0\le z<1$. The rates grow as $n$, so $|dP_n/dt|$ is at most of order $n+1$, and the factor $z^n$ permits differentiation term by term. Written out, (2) is
$$\frac{dP_n}{dt}=a\{(n+1)P_{n+1}+qnP_{n-1}-[n+q(n+1)]P_n\}.$$
Multiply by $z^n$ and sum. With $G'=\partial G/\partial z$, the four sums are
$$\sum(n+1)P_{n+1}z^n=G',\qquad \sum nP_{n-1}z^n=z^2G'+zG,$$
$$\sum nP_nz^n=zG',\qquad \sum(n+1)P_nz^n=zG'+G .$$
Therefore
$$\frac{\partial G}{\partial t}=a\left[(1+qz^2-z-qz)G'-q(1-z)G\right]=a(1-z)\left[(1-qz)G'-qG\right].$$

Now set $s=1-z$, so that $G'=-\partial G/\partial s$. Using $1-qz=(1-q)+qs=(1-q)(1+\bar ns)$ and $aq=\bar n/\tau$,
$$\frac{\partial G}{\partial t}+\frac{s(1+\bar ns)}{\tau}\frac{\partial G}{\partial s}=-\frac{\bar ns}{\tau}G. \tag{4}$$
Follow $G$ along a curve $s(t)$ with $ds/dt=s(1+\bar ns)/\tau$. Two combinations are simple on it:
$$\frac{d}{dt}\frac{s}{1+\bar ns}=\frac{ds/dt}{(1+\bar ns)^2}=\frac1\tau\frac{s}{1+\bar ns},$$
$$\frac{d}{dt}\ln(1+\bar ns)=\frac{\bar n\,ds/dt}{1+\bar ns}=\frac{\bar ns}{\tau}=-\frac{d\ln G}{dt}.$$
The first grows as $e^{t/\tau}$; by the second, $G\,(1+\bar ns)$ is constant. If the curve passes through $s$ at time $t$, its starting value $s_0$ obeys
$$\frac{s_0}{1+\bar ns_0}=\frac{fs}{1+\bar ns}\quad\Rightarrow\quad s_0=\frac{fs}{B},\qquad B=1+\bar n(1-f)s .$$
Then $1+\bar ns_0=(B+\bar nfs)/B=(1+\bar ns)/B$. With $G_0(z)=G(z,0)$, the constancy of $G(1+\bar ns)$ gives
$$G(z,t)=\frac1B\,G_0\!\left(1-\frac{fs}{B}\right). \tag{5}$$
Because $f\le1$ and $B\ge1$, $s_0\le s$, so the initial function is needed only where its series converges.

The mean follows without interchanging a sum and a derivative. Since
$$\frac{1-G}{s}=\sum_nP_n\frac{1-z^n}{1-z}=\sum_nP_n(1+z+\dots+z^{n-1}),$$
every term rises monotonically to $nP_n$ as $z\to1$, and the sum tends to $\langle n\rangle$. From (5),
$$\frac{1-G}{s}=\frac{B-G_0}{Bs}=\frac1B\left[\bar n(1-f)+\frac fB\,\frac{1-G_0(1-s_0)}{s_0}\right].$$
As $s\to0$, $B\to1$ and $s_0\to0$, so
$$\langle n\rangle(t)=\bar n(1-f)+f\langle n\rangle(0),$$
which is (1) again, now for every initial distribution with finite mean.

For a numerical test, half the population was placed in $n=0$ and half in $n=7$, with $q=0.5$ and $at=0.8$. The matrix exponential of the rate equations reproduced the mean to $9\times10^{-16}$.

### What the distribution does

A Boltzmann distribution with mean $m_0$ has $G_0=1/(1+m_0s)$. Formula (5) gives
$$G=\frac{1}{B+m_0fs}=\frac{1}{1+m(t)s},\qquad m(t)=\bar n+(m_0-\bar n)f .$$
It remains a Boltzmann distribution, with the vibrational temperature
$$T_v=\frac{\hbar\omega}{k\ln(1+1/m)} .$$
The energy decays exponentially; $T_v$, a nonlinear function of it, in general does not.

For an initial distribution with finitely many occupied levels, (5) can be expanded in powers of $f$, and the power $f^j$ decays at the rate $j/\tau$. Diagonalizing the ladder with $q=0.5$ gave the lowest rates as 0, 1, 2, 3 and 4 in units of $1/\tau$. Single populations may contain many of these rates; the mean contains $j=0$ and $j=1$.

### Two limits

For a cold bath, $q\to0$, one has $\bar n\to0$, $1/\tau\to Nk_{10}$ and $G=G_0(1-f+fz)$. This is the distribution obtained when each quantum survives independently with probability $f$.

For a hot bath, $\hbar\omega\ll kT$, expansion gives $1-q\simeq\hbar\omega/kT$, hence
$$\frac1\tau\simeq Nk_{10}\frac{\hbar\omega}{kT},\qquad E_{\rm eq}\simeq kT .$$
Upward and downward transitions then nearly cancel, and relaxation is slower than a single downward transition. The coefficient $k_{10}$ itself also depends on $T$.

## What each derivation assumes

Both need weak linear coupling, equally spaced levels, a short bath memory and thermal bath states. They differ in what they need beyond the rates.

The first needs a bounded second moment. It uses the total number of quanta and little else, so it survives changes that alter the distribution. If $T$ and $N$ vary slowly enough for the rates to follow, (3) still holds with time-dependent $\tau$ and $\bar n$, though its solution is no longer one exponential. It also survives the exchange of quanta between like molecules, $(n,m)\to(n-1,m+1)$, since $n+m$ is unchanged. With $q=0.3$, all molecules initially in $n=3$ and $at=0.7$, an exchange at the rate $0.5a\,n(m+1)P_nP_m$ changed $P_3$ from 0.20 to 0.13, while the mean followed (1) to within $10^{-5}$ in both cases.

The second needs a finite mean but no finite second moment. Formula (5) was derived for the linear equation (2) with constant coefficients. With exchange of quanta the equation becomes nonlinear in the populations, and (5) as written fails in general, as the change in $P_3$ shows. A Boltzmann distribution is an exception: $P_nP_m$ then depends on $n+m$ alone, so each resonant exchange is balanced by its reverse. Where (5) applies, it gives every population, which the equation for the mean alone cannot.

## Oxygen in an atmospheric helium plasma jet

Consider vibrationally excited O$_2$, 0.5 % in helium at 760 Torr and 300 K, flowing at 10 m/s downstream of the discharge between walls 1 mm apart. Rough values are $\hbar\omega=0.19$ eV and $k_{10}=10^{-15}$ cm$^3$/s for helium. The starting vibrational temperature, 1500 K, is chosen.

The helium density is $2.43\times10^{19}$ cm$^{-3}$ and $q=6.4\times10^{-4}$, so
$$\frac1\tau=(2.43\times10^{19})(10^{-15})(1-0.00064)\ {\rm s^{-1}}=2.43\times10^4\ {\rm s^{-1}},$$
or $\tau\simeq41$ μs. The gas moves $10\ {\rm m/s}\times41$ μs $=0.41$ mm in this time. The mean starts at $\langle n\rangle=0.299$. After 50 μs,
$$\langle n\rangle=0.0006+(0.2986-0.0006)\,e^{-50/41.1}=0.089,$$
and the energy has fallen from 57 to 17 meV. The vibrational temperature is then still 880 K.

At $t=\tau$ the energy excess has dropped to 0.37 of its initial value, but the excess of $T_v$ over $T$ only to 0.55. While $\bar n\ll\langle n\rangle\ll1$, $T_v\simeq\hbar\omega/(k\ln(1/\langle n\rangle))$. An exponential fall of $\langle n\rangle$ then appears as a linear rise of $1/T_v$, and a time constant read directly from $T_v$ would be too long here.

### Effects left out

The starting $T_v$ is an assumed value, but $\tau$ doesn't depend on it. The coefficient $k_{10}$ is a rough value, and $\tau$ changes in inverse proportion to it.

One of the largest effects is quenching by the O atoms that the discharge makes. With roughly $10^{15}$ cm$^{-3}$ of them and a coefficient of $3\times10^{-12}$ cm$^3$/s, it adds 3000 s$^{-1}$, or 12 % of $1/\tau$. At ten times the atom density and the same coefficient it would exceed the helium channel. Diffusion to perfectly absorbing plane walls a distance $d$ apart has the slowest profile $\cos(\pi y/d)$, and the rate $D(\pi/d)^2$. With $D=0.7$ cm$^2$/s this is 690 s$^{-1}$, 2.8 % of $1/\tau$. For such walls this is the lowest loss rate, reached only after the profile has settled. Within $\tau$ the molecules diffuse $\sqrt{D\tau}=54$ μm, far less than $d$. From a flat starting profile each wall draws the flux $n\sqrt{D/\pi t}$, so the two walls remove the fraction $4\sqrt{Dt/\pi}/d$, which is 0.12 at $t=\tau$, as much as the O atoms remove ($1-e^{-3000\,\tau}=0.12$). Imperfect absorption lowers the loss, to about 1 % within $\tau$ for a deactivation probability of $10^{-3}$ per wall collision.

**Anharmonicity.** Its effect can be estimated from a head-on collision with repulsion proportional to $e^{-r/L}$, reduced mass $\mu$ and speed $v$. Energy conservation gives the repulsion energy $\frac12\mu v^2\,{\rm sech}^2(vt/2L)$; the force is this divided by $L$. Its Fourier integral, evaluated by shifting the contour by one period of ${\rm sech}^2$ past the double pole, is
$$\int F(t)e^{i\omega t}dt=\frac{2\pi\mu L\omega}{\sinh(\pi\omega L/v)} .$$
Squared and multiplied by $|x_{01}|^2\propto1/\omega$, it gives a one-quantum probability $p\propto\omega/\sinh^2(\pi\omega L/v)$. This was averaged over thermal collisions, with $v$ taken from the mean of the energies before and after, which preserves detailed balance. Smaller quanta relax faster in this model. Its absolute probability isn't used: $k_{10}$ is the rough value above, and $L$ is chosen, not fitted to it. A longer range strengthens the effect. For $L=0.02$ nm and a quantum shrinking by 3 meV per rung, the coefficient for $2\to1$ is 1.12 times the harmonic value $2k_{10}$. Started from the populations of the harmonic ladder at 1500 K, and without exchange of quanta between O$_2$ molecules, the initial energy decay is 7 % faster, and the 1/e time is 39.6 instead of 41.1 μs. A Boltzmann start on the anharmonic levels gives 8 % and 39.5 μs.

**Smaller effects.** The released energy warms the gas by 1.3 K, which raises $k_{10}$ by about 1 % in the same model. With a cross-section of 0.3 nm$^2$, the mean of $p$ is $2.5\times10^{-6}$ per collision. A second-order jump $2\to0$ has probability $p^2/2$, against $2p$ for $2\to1$; after thermal averaging, with the prefactor of $p$ scaled to give this mean, the ratio is $3\times10^{-4}$. The figure depends on that scaling. With half the repulsion force acting on a bond of reduced mass 8 u, the model's own prefactor at $L=0.02$ nm is about 40 times larger; matching $k_{10}$ by the range instead needs $L=0.028$ nm, which gives a ratio of $2\times10^{-3}$ and raises the $2\to1$ factor from 1.12 to 1.18. A collision lasts about 30 fs, $7\times10^{-10}$ of $\tau$, so the short-memory condition is well met. Impurities such as water vapour are not included. The numerical output lists the values at further times.

## Calculated quantities

```
MODEL TESTS
bath up/down ratio over exp(-2): 1.0053
mean quanta, error of exponential law: 8.9e-16
ladder rates times tau: 0.0000 1.0000 2.0000 3.0000 4.0000
equal-rate ladder, late/early decay rate: 1.74
P_3 without / with quantum exchange: 0.2005 / 0.1298
EXAMPLE INPUTS (rough)
gas temperature: 300 K
pressure: 760 Torr
O2 fraction: 0.5 %
O2 vibrational quantum: 0.19 eV
k10 with He: 1e-15 cm3/s
starting vibrational temperature: 1500 K
flow speed: 10 m/s
EXAMPLE RESULTS
He density: 2.434e+19 cm-3
q = exp(-quantum/kT): 6.429e-04
equilibrium mean quanta: 6.433e-04
starting mean quanta: 0.2986
relaxation time tau: 41.11 us
relaxation rate 1/tau: 2.433e+04 1/s
relaxation length: 0.411 mm
time (us), mean quanta, energy (meV), Tv (K):
    0  0.29861  56.736  1500
   20  0.18383  34.927  1184
   50  0.08894  16.899  880
  100  0.02681  5.094  605
  200  0.00294  0.559  378
energy excess left at t = tau: 0.368
Tv excess left at t = tau: 0.546
NEGLECTED EFFECTS
O density: 1e+15 cm-3; k_O: 3e-12 cm3/s
O-atom quenching: 3000 1/s = 12.3 % of 1/tau
gap: 1 mm; diffusion coefficient: 0.7 cm2/s
wall loss, upper bound: 691 1/s = 2.8 % of 1/tau
quantum drop per rung: 3 meV
force range L: 0.02 nm
anharmonic k21/(2 k10): 1.124
anharmonic initial rate times tau: 1.072
anharmonic 1/e time: 39.57 us
gas heating: 1.31 K, k10 changes by 1.31 %
collision cross-section: 0.3 nm2
mean relative speed: 1337 m/s
1->0 probability per collision: 2.5e-06
two-quantum 2->0 over 2->1: 3.0e-04
collision duration 2L/v: 30 fs
collision duration over tau: 7.3e-10
```
